# Stability and voltage amplification of a negative-capacitance ferroelectric stack

## Two linear capacitors, one of them negative

Put two capacitors in series across an ideal voltage source $V$. Both carry the same charge per area $\sigma$. Let the first have a negative capacitance per area, $C_F=-|C_F|$, and the second a positive one, $C_D$. Count the energy delivered by the source as $-V\sigma$. The energy per area is then

$$
G(\sigma)=\frac{\sigma^2}{2}\left(\frac1{C_D}-\frac1{|C_F|}\right)-V\sigma .
$$

This parabola has a minimum if its curvature is positive, that is, if $|C_F|>C_D$. At the minimum $\sigma=V/(1/C_D-1/|C_F|)$, and the voltage across the positive capacitor is

$$
V_{\rm int}=\frac{\sigma}{C_D}=\frac{|C_F|}{|C_F|-C_D}\,V>V .
$$

The negative capacitor carries the opposite voltage $V-V_{\rm int}<0$. The amplification grows as the two magnitudes approach each other, because the curvature that holds the charge in place then vanishes.

A ferroelectric film has two features that this picture lacks. Its polarization is a degree of freedom separate from the plate charge, so a minimum with respect to $\sigma$ alone is not enough. Its response is also nonlinear, so $C_F$ depends on the state. Both derivations below include these features.

## The stack and its conventions

A uniform ferroelectric film of thickness $t_F$ lies on a dielectric of thickness $t_D$ and permittivity $\varepsilon_D$, so that $C_D=\varepsilon_D/t_D>0$. Fields, polarization and displacement are positive when they point from the positive plate to the grounded one. The dielectric is on the grounded side, and $V_{\rm int}$ is the potential of the interface between the layers. Atomic units are used in the algebra, with vacuum permittivity $\varepsilon_0=1/(4\pi)$ and displacement normalized so that $D=\sigma$ at a plate of charge $\sigma$.

The soft-mode polarization $P$ has the energy density

$$
f(P)=\tfrac12aP^2+\tfrac14bP^4,\qquad a<0<b .
$$

All other polarization responds linearly and is contained, together with the vacuum, in the background permittivity $\varepsilon_b$. Hence in the film

$$
D=\varepsilon_bE+P=\sigma,\qquad E=\frac{\sigma-P}{\varepsilon_b}.
$$

There is no leakage or trapped charge, and any metal sheet between the layers is floating and neutral. Edge fields are neglected. Until the section on domains, $P$ and $\sigma$ are uniform.

## First derivation: the energy surface

The background and vacuum store $\varepsilon_bE^2/2$ per volume. Adding the soft-mode energy, the dielectric energy and the source term gives

$$
G(P,\sigma)=t_F\left[f(P)+\frac{(\sigma-P)^2}{2\varepsilon_b}\right]+\frac{\sigma^2}{2C_D}-V\sigma .
$$

Its first derivatives vanish in equilibrium:

$$
\frac{\partial G}{\partial P}=t_F\left[f'(P)-\frac{\sigma-P}{\varepsilon_b}\right]=0
\quad\Rightarrow\quad E=f'(P),
$$

$$
\frac{\partial G}{\partial\sigma}=t_F\frac{\sigma-P}{\varepsilon_b}+\frac{\sigma}{C_D}-V=0
\quad\Rightarrow\quad V=t_FE+V_{\rm int}.
$$

The first is the force balance on the soft mode, the second is the voltage sum.

**Film capacitance.** On the equilibrium curve of the film, $\sigma=P+\varepsilon_bf'(P)$ and $V_F=t_Ff'(P)$. Therefore $d\sigma=(1+\varepsilon_bf'')\,dP$ and $dV_F=t_Ff''\,dP$, so that

$$
C_F=\frac{d\sigma}{dV_F}=\frac{1+\varepsilon_bf''}{t_Ff''}=\frac1{t_F}\left(\varepsilon_b+\frac1{f''}\right).
$$

It is negative for $-1/\varepsilon_b<f''<0$.

**Stability.** The second derivatives are

$$
G_{PP}=t_F\left(f''+\frac1{\varepsilon_b}\right),\quad
G_{P\sigma}=-\frac{t_F}{\varepsilon_b},\quad
G_{\sigma\sigma}=\frac{t_F}{\varepsilon_b}+\frac1{C_D}.
$$

For $G_{PP}\neq0$, completing the square in $\delta P$ turns the second-order energy change into

$$
\delta^2G=\frac{G_{PP}}2\left(\delta P+\frac{G_{P\sigma}}{G_{PP}}\delta\sigma\right)^2+\frac S2\,\delta\sigma^2,
\qquad S=G_{\sigma\sigma}-\frac{G_{P\sigma}^2}{G_{PP}} .
$$

The two squares can be varied independently, so both coefficients must be positive. The second one is

$$
\begin{aligned}
S&=\frac1{C_D}+\frac{t_F}{\varepsilon_b}-\frac{t_F^2/\varepsilon_b^2}{t_F(f''+1/\varepsilon_b)}\\
&=\frac1{C_D}+\frac{t_F}{\varepsilon_b}\left(1-\frac1{1+\varepsilon_bf''}\right)\\
&=\frac1{C_D}+\frac{t_Ff''}{1+\varepsilon_bf''}=\frac1{C_D}+\frac1{C_F}.
\end{aligned}
$$

The condition for stability against uniform changes is thus

$$
f''+\frac1{\varepsilon_b}>0\qquad\text{and}\qquad\frac1{C_F}+\frac1{C_D}>0 .
$$

If $G_{PP}=0$, the determinant of the second derivatives is $-G_{P\sigma}^2<0$ and the state is unstable. For $C_F<0$ the second inequality reads $|C_F|>C_D$, as in the linear case.

The first inequality says that the soft mode is stable when the plate charge is held fixed. It cannot be dropped. If $f''<-1/\varepsilon_b$, then $1/f''>-\varepsilon_b$ and $C_F$ is positive. The capacitance sum looks harmless, yet at fixed charge the polarization moves away from this state after any small disturbance.

**Amplification.** Along a sequence of equilibria $dV=dV_F+dV_{\rm int}=(1/C_F+1/C_D)\,d\sigma$, while $dV_{\rm int}=d\sigma/C_D$. The ratio is

$$
A\equiv\frac{dV_{\rm int}}{dV}=\frac{1/C_D}{1/C_F+1/C_D}=\frac{C_F}{C_F+C_D}.
$$

For a stable state with $C_F<0$ this equals $|C_F|/(|C_F|-C_D)>1$. The capacitance of the whole stack is $d\sigma/dV=AC_D$, so it exceeds that of the dielectric alone by the same factor.

**Where the energy comes from.** Let $\Phi=G+V\sigma$ be the energy stored in the two layers. On a slow ramp $\partial\Phi/\partial P=0$ and $\partial\Phi/\partial\sigma=V$, so $d\Phi=V\,d\sigma$: the source work equals the stored energy. The dielectric can gain more than the source delivers because the film descends from the top of its double well.

## Second derivation: the feedback on the polarization

The same result follows from an equation of motion, without an energy for the whole stack. Let the soft mode be overdamped with friction coefficient $\gamma>0$,

$$
\gamma\dot P=E-f'(P),
$$

and let the plate charge follow at once. The field $E$ must be expressed through $P$ and $V$. Inserting $\sigma=\varepsilon_bE+P$ into the voltage sum gives

$$
V=t_FE+\frac{\varepsilon_bE+P}{C_D}.
$$

Multiplication by $C_D$ and solution for $E$ yield

$$
E=\frac{C_DV-P}{B},\qquad B=\varepsilon_b+t_FC_D .
$$

The term $-P/B$ is a depolarizing field. A larger $P$ draws charge onto the plates, this charge raises the voltage on the dielectric, and less voltage remains for the film. A thick dielectric, with small $C_D$, makes this restoring feedback strong.

**Stability.** At fixed $V$ a small deviation $\delta P$ from equilibrium obeys

$$
\gamma\,\delta\dot P=-\left(f''+\frac1B\right)\delta P .
$$

It decays if

$$
f''+\frac1{\varepsilon_b+t_FC_D}>0,\qquad\text{or}\qquad 1+Bf''>0 .
$$

This single inequality is equivalent to the earlier pair. For $f''\ge0$ all of them hold. For $f''<0$, suppose first that the pair holds. Multiplying $S>0$ by the positive quantity $C_D(1+\varepsilon_bf'')$ gives

$$
1+\varepsilon_bf''+t_FC_Df''=1+Bf''>0 .
$$

Conversely, if $1+Bf''>0$, then $\varepsilon_b<B$ implies $1+\varepsilon_bf''>1+Bf''>0$. This is the first member of the pair, and division by $C_D(1+\varepsilon_bf'')$ restores $S>0$.

**Amplification.** In equilibrium $f'(P)=(C_DV-P)/B$. Differentiation gives $Bf''\,dP=C_D\,dV-dP$, hence

$$
\frac{dP}{dV}=\frac{C_D}{1+Bf''}.
$$

With $d\sigma=(1+\varepsilon_bf'')\,dP$ the internal voltage changes by

$$
\frac{dV_{\rm int}}{dV}=\frac1{C_D}\frac{d\sigma}{dV}=\frac{1+\varepsilon_bf''}{1+Bf''}
=\frac1{1+\dfrac{t_FC_Df''}{1+\varepsilon_bf''}}=\frac1{1+C_D/C_F},
$$

which is $C_F/(C_F+C_D)$ again. The numerator exceeds the denominator by $-t_FC_Df''$. In a stable state the gain is therefore above one when $f''<0$ and below one when $f''>0$.

## Critical thickness, limits and bias

Since $f''=a+3bP^2\ge a$, the state $P=0$ is the most delicate. There $1+Bf''=1-|a|(\varepsilon_b+t_FC_D)$, which is positive if

$$
t_F<t_c=\frac{1/|a|-\varepsilon_b}{C_D}.
$$

A positive $t_c$ requires $|a|\varepsilon_b<1$. At $P=0$ the film has $|C_F|=(1/|a|-\varepsilon_b)/t_F$, so $C_D/|C_F|=t_F/t_c$ and

$$
A_0=\frac1{1-t_F/t_c}.
$$

If $t_F<t_c$, then $1+Bf''>0$ for every $P$. The second derivatives of $G$ are positive definite everywhere, so $G$ is strictly convex and has one minimum at each bias. On a slow voltage ramp the uniform model then has no hysteresis.

If $t_F>t_c$, the state $P=0$ at $V=0$ is unstable. The equilibrium condition $aP+bP^3=-P/B$ has the two further solutions

$$
P=\pm\sqrt{\frac{|a|-1/B}{b}},
$$

and the stack is bistable.

Two limits bracket these cases. For $t_F\to0$ the gain tends to one, because the film has no voltage to contribute. For $C_D\to\infty$ the source acts directly on the film, $1/B\to0$, and stability requires $f''>0$. A negative-capacitance state of the bare film cannot be held by a voltage source.

Large gain is sensitive to thickness. With $r=t_F/t_c$,

$$
\frac{d\ln A_0}{d\ln r}=\frac r{1-r}=A_0-1 .
$$

A small relative error in $t_F$, or equally in $C_D$, is multiplied by $A_0-1$ in the relative error of the gain.

Below the critical thickness, bias reduces the gain. Differentiating $(1+\varepsilon_bf'')/(1+Bf'')$ with respect to $f''$ gives $(\varepsilon_b-B)/(1+Bf'')^2<0$. Since $P=0$ at $V=0$ and $dP/dV>0$, $|P|$ and with it $f''$ grow with $|V|$. The gain reaches one where $f''=0$, at $P_1=\sqrt{|a|/(3b)}$.

## A stack in numbers

The round model parameters are $a=-5$ eV Å/$e^2$, $b=32000$ eV Å$^5$/$e^4$, background constant 10, dielectric constant 4, $t_D=10$ Å and $t_F=50$ Å. They describe no particular material. With $\varepsilon_0=0.0055263\ e^2$/(eV Å),

$$
C_D=\frac{4\times0.0055263}{10}=0.002211,\qquad
C_F=\frac{0.05526-0.2000}{50}=-0.002895,
$$

both in $e^2$/(eV Å$^2$). The magnitudes have the ratio 1.31, so the uniform state is stable. The critical thickness is

$$
t_c=\frac{0.2000-0.05526}{0.0022105}\approx65.5\ \text{Å}\approx123.7\ \text{bohr}.
$$

The thickness at which the lowest eigenvalue of the second-derivative matrix changes sign agrees with this formula. For the 50 Å film

$$
A_0=\frac{65.48}{65.48-50}\approx4.23 .
$$

Finite differences between relaxed states give the same value. At 20 Å the gain is 1.44, at 60 Å it is 11.96. At 50 Å the sensitivity factor is $A_0-1\approx3.2$, so one percent in thickness shifts the gain by about three percent.

At $t_F=1.05\,t_c$, relaxation from opposite starts ends at $P=\pm0.00234\ e$/Å$^2$. At $0.95\,t_c$ both starts end at zero.

At $V=0.100$ V the internal voltage is 0.406 V and the film carries $-0.306$ V. The ratio $V_{\rm int}/V=4.06$ is the average of the differential gain over the ramp, and it lies between the initial 4.23 and the final 3.75. The energies per area, in $10^{-4}$ eV/Å$^2$, are

$$
\underbrace{0.439}_{\text{source work}}=\underbrace{1.817}_{\text{dielectric}}+\underbrace{(-1.379)}_{\text{ferroelectric}},
$$

up to rounding. The film supplies about three quarters of the energy that the dielectric receives.

Unit differential gain is reached at $P_1=0.00722\ e$/Å$^2$, where $V=1.46$ V and $V_{\rm int}=2.66$ V. The dielectric field there is 0.27 V/Å. Good thin oxides break down at very roughly 0.1 V/Å, so this point belongs to the model rather than to a usable device. At 0.100 V the field is 0.041 V/Å. Staying below breakdown is not sufficient, however. A real layer only 10 Å thick also passes a tunnelling current, which the model excludes, so the values above apply only if little charge leaks during the ramp. The plate charge at 0.100 V is only about 1.4 µC/cm$^2$, and a crude barrier estimate for a 10 Å oxide at 0.4 V lets it leak away in well under a microsecond.

The need for both inequalities shows up when $a$ is changed to $-20$ eV Å/$e^2$, below $-1/\varepsilon_b=-18.1$ eV Å/$e^2$. The film capacitance at $P=0$ is then positive, $0.000105\ e^2$/(eV Å$^2$), but the lowest eigenvalue is $-529$ eV Å$^2$/$e^2$. The state is unstable although the capacitance sum is positive.

## Domains: where the uniform condition is not enough

Let $P$ vary along an in-plane direction $x$, at the energy cost $\tfrac g2(\partial_xP)^2$ per volume with $g>0$, and let a floating metal sheet separate the layers. The sheet is an equipotential, so the dielectric responds to the mean charge alone.

Take a modulation $\delta P=p\cos kx$ with zero mean. The film's plates can compensate it locally by $\delta\sigma(x)=\delta P(x)$. Then $\sigma-P$, and with it $E$, is unchanged, and so is the mean charge. The dielectric offers no resistance. As the averages of $\cos^2kx$ and $\sin^2kx$ are both $1/2$, the second-order energy per area is

$$
\delta^2G=\frac{t_F}{4}\left(f''+gk^2\right)p^2 .
$$

The stabilizing term $1/B$ is absent. For free edges at distance $L$ the smallest wave number is $k=\pi/L$. The state $P=0$ therefore resists these modulations if

$$
L<L_c=\pi\sqrt{\frac g{|a|}} .
$$

With $g=80$ eV Å$^3$/$e^2$ this gives $L_c=\pi\sqrt{16}\approx12.6$ Å, in agreement with a laterally discretized calculation. Such a plate would be narrower than the film is thick, where the neglect of edge fields is itself unjustified. For these parameters a wide stack with a metal interlayer thus has no stable uniform state at $P=0$, although $|C_F|>C_D$. The gain of 4.23 describes a film whose polarization is kept uniform by some means outside the model.

Without the interlayer, a modulation produces stray fields in both layers, and these cost energy. For a modulation $p\cos kx$ that is uniform across the film thickness, with an isotropic background, the only unscreened bound charge sits at the interface. Solving Laplace's equation in the two layers between the plates replaces $f''+gk^2$ by $f''+gk^2+1/\{t_Fk[\varepsilon_b\coth(kt_F)+\varepsilon_D\coth(kt_D)]\}$, whose last term tends to $1/B$ as $k\to0$ and falls off at finite $k$. For the 50 Å stack at $P=0$ this stiffness is about $-1.8$ eV Å/$e^2$ at $k=0.1$ Å$^{-1}$, so removing the sheet does not make the uniform state of a wide stack stable. With these parameters it stays positive at all $k$ only for films thinner than about 26 Å, where $A_0$ is below 1.7, and modes that also vary across the thickness lower this limit to roughly 20 Å. The uniform change remains an allowed perturbation, so the uniform condition is still necessary.

## What each derivation assumes

Both derivations use Gauss's law, a uniform film and the local function $f(P)$. The voltage sum is an input to the feedback derivation, whereas the energy derivation obtains it from the minimum. The two also differ in their further assumptions.

The energy derivation assumes that the stack has an energy function and that stable states are its minima. It needs no friction law. It delivers the energy balance and, through convexity, the uniqueness of the state at each bias. It says nothing about how fast equilibrium is reached.

The feedback derivation assumes overdamped motion and a plate charge that follows instantly. It uses $f'(P)$ as a force law and never needs the energy of the complete stack. Eliminating the charge leaves one variable, which is why one inequality suffices. It also supplies a relaxation rate, which at $P=0$ is

$$
\Gamma=\frac1\gamma\left(\frac1B-|a|\right)=\frac{|a|}{\gamma B}\left(\frac1{|a|}-B\right)=\frac{|a|C_D}{\gamma B}(t_c-t_F),
$$

because $1/|a|-B=C_D(t_c-t_F)$. Since $A_0=t_c/(t_c-t_F)$, the product

$$
A_0\Gamma=\frac{|a|C_Dt_c}{\gamma B}=\frac{1-|a|\varepsilon_b}{\gamma B}
$$

stays finite at the threshold. Within this dynamics a diverging gain is paid for by a vanishing rate, and the static gain applies to voltage changes slow compared with $1/\Gamma$.

The instant charge is not essential for the threshold. Let the source have a series resistance $R$ (resistance times area). Then

$$
\gamma t_F\dot P=-\frac{\partial G}{\partial P},\qquad R\dot\sigma=-\frac{\partial G}{\partial\sigma}.
$$

Near equilibrium, with $H$ the matrix of second derivatives, $M={\rm diag}(\gamma t_F,R)$ and $y=M^{1/2}(\delta P,\delta\sigma)^T$, this becomes

$$
\dot y=-M^{-1/2}HM^{-1/2}y .
$$

The matrix $M^{-1/2}HM^{-1/2}$ is symmetric, and its quadratic form is positive when that of $H$ is. If $H$ has a negative direction, so does the transformed matrix, and a perturbation grows. Friction and resistance set the rates, while the signs of the second derivatives decide stability. This is the point at which the two derivations meet.

Both extend to a nonlinear positive capacitor, such as a semiconductor. Its voltage is then a function $V_{\rm int}(\sigma)$, and linearization replaces $1/C_D$ by $dV_{\rm int}/d\sigma$ at the operating point. The local condition and the differential gain keep their form. The formula for $t_c$ does not. Since $C_D$ now changes with bias, $P=0$ need not be the most delicate state, a stack that is stable at zero bias can lose stability at finite bias, and stability has to be checked at each state along the ramp. The extension also assumes that the charge of the nonlinear capacitor is laterally uniform and follows quasistatically.

## Computed results

```
Landau coefficient a = -5.0 eV A/e^2
Landau coefficient b = 32000 eV A^5/e^4
gradient coefficient g = 80.0 eV A^3/e^2
vacuum permittivity = 0.0055263 e^2/(eV A)
background constant = 10.0, dielectric constant = 4.0
background permittivity eps_b = 0.055263 e^2/(eV A)
1/|a| = 0.2000 e^2/(eV A)
dielectric thickness = 10.0 A, film thickness = 50.0 A
zero-field polarization of film = 0.01250 e/A^2
C_D = 0.0022105 e^2/(eV A^2)
C_F at P=0 = -0.0028947 e^2/(eV A^2)
|C_F|/C_D = 1.3095
stack capacitance at V=0 = 0.0093525 e^2/(eV A^2)
critical thickness, formula = 65.4756 A = 123.731 bohr
critical thickness, Hessian = 65.4756 A
lowest Hessian eigenvalue, film alone = -133.594 eV A^2/e^2
lowest Hessian eigenvalue, stack = 35.421 eV A^2/e^2
t_F/t_c = 0.95: P from opposite starts = 0.000000, -0.000000 e/A^2
t_F/t_c = 1.05: P from opposite starts = 0.002336, -0.002336 e/A^2
misleading case: a = -20.0 eV A/e^2, -1/eps_b = -18.095 eV A/e^2
misleading case: C_F = 0.0001053 e^2/(eV A^2)
misleading case: lowest eigenvalue = -529.20 eV A^2/e^2
gain at V=0, t_F = 20 A: numeric 1.43980, formula 1.43980
gain at V=0, t_F = 40 A: numeric 2.57013, formula 2.57013
gain at V=0, t_F = 50 A: numeric 4.23088, formula 4.23088
gain at V=0, t_F = 60 A: numeric 11.95761, formula 11.95762
applied voltage = 0.100 V
internal voltage = 0.40551 V, film voltage = -0.30551 V
polarization = 0.0012341 e/A^2, plate charge = 0.0008964 e/A^2
dielectric field = 0.04055 V/A
ratio V_int/V = 4.0551
differential gain at this bias: numeric 3.74713, formula 3.74713
source work = 4.389194e-05 eV/A^2, total stored = 4.389194e-05 eV/A^2
dielectric energy = 1.817475e-04 eV/A^2
ferroelectric energy change = -1.378556e-04 eV/A^2
unit gain: P = 0.007217 e/A^2, V = 1.4605 V, V_int = 2.6634 V
unit gain: numeric gain = 1.000000, dielectric field = 0.2663 V/A
domain limit on width: formula 12.5664 A, lateral Hessian 12.5631 A
```
